# Effective mass of Bernal bilayer graphene from interlayer hopping and velocity

## Problem

Two graphene sheets are stacked in the Bernal arrangement. Each sheet has two atoms per cell, A1 and B1 in the lower sheet, A2 and B2 in the upper. Atom A2 lies directly above B1, while A1 and B2 have no partner directly above or below. An electron hops between B1 and A2 with energy $\gamma_1=0.38$ eV. Within each sheet it has the velocity $v=1.0\times10^6$ m/s near a corner of the Brillouin zone.

(a) Find the effective mass $m$ of the bands that touch at zero energy, defined by $E=\pm p^2/(2m)$ for small momentum $p$ measured from the corner.

(b) Find the cyclotron mass at the carrier density $n=1.0\times10^{12}$ cm$^{-2}$.

(c) Estimate how far the terms left out of this model move the answers.

For (a) and (b), all four atoms have the same site energy, taken as zero, and $\gamma_1$ is the only hopping between the sheets. There is no voltage between the sheets, and interactions between electrons are included only so far as they are contained in the given $v$ and $\gamma_1$.

## First estimate by scaling

Near $p=0$ the model contains the energy $\gamma_1$ and the velocity $v$. Quantum mechanics also supplies $\hbar$. Try a mass of the form $\gamma_1^a v^b\hbar^c$. Matching powers of mass, length and time gives

$$a+c=1,\qquad 2a+b+2c=0,\qquad -2a-b-c=0 .$$

The first two equations give $b=-2$. The third then reads $2a+c=2$, and with $a+c=1$ this gives $a=1$, $c=0$. The mass scale is therefore

$$m_s=\frac{\gamma_1}{v^2}=\frac{6.088\times10^{-20}\ \text{J}}{1.0\times10^{12}\ \text{m}^2/\text{s}^2}=6.09\times10^{-32}\ \text{kg}.$$

Divided by the electron mass $m_0=9.109\times10^{-31}$ kg, this is $0.067\,m_0$. The estimate fixes how the mass depends on $\gamma_1$ and $v$, but leaves a pure number undetermined.

## Exact solution of the model

### The amplitude equations

In one sheet, the A and B amplitudes are coupled by a sum over three bonds. At a zone corner the bond phases are $1,\omega,\omega^2$ with $\omega=e^{2\pi i/3}$, and they add to zero. For a small extra wave vector $\mathbf q$, the next term is proportional to $\sum_j\omega^j\,\mathbf q\cdot\boldsymbol\delta_j$. The bonds $\boldsymbol\delta_j$ have length $d_0$ and directions $\theta_j=\theta_0+2\pi j/3$. With $q=q_x+iq_y$,

$$\mathbf q\cdot\boldsymbol\delta_j=\frac{d_0}{2}\left(q\,e^{-i\theta_j}+q^*e^{i\theta_j}\right).$$

In the sum, the factor $\omega^j$ cancels the rotation of $e^{-i\theta_j}$, so the $q$ terms add. The $q^*$ terms carry $\omega^{2j}$ and add to zero. The coupling is thus proportional to $q_x+iq_y$. Its constant phase can be absorbed into the amplitudes, and its size defines $v$.

Let $\pi=p_x+ip_y$ and $\pi^\dagger=p_x-ip_y$, so that $\pi\pi^\dagger=p^2$. With amplitudes $a_1,b_1,a_2,b_2$ on the four atoms, the Schrödinger equation is

$$\begin{aligned}
E a_1&=v\pi^\dagger b_1, & E b_1&=v\pi a_1+\gamma_1a_2,\\
E a_2&=\gamma_1b_1+v\pi^\dagger b_2, & E b_2&=v\pi a_2 .
\end{aligned}$$

### Eliminating the unstacked atoms

Take $p>0$. If $E$ were zero, the first and last equations would give $b_1=a_2=0$, and the other two would then give $a_1=b_2=0$. Hence $E\neq0$, and we may divide by it:

$$a_1=\frac{v\pi^\dagger b_1}{E},\qquad b_2=\frac{v\pi a_2}{E}.$$

Insert these into the two middle equations:

$$\left(E-\frac{v^2p^2}{E}\right)b_1=\gamma_1a_2,\qquad
\left(E-\frac{v^2p^2}{E}\right)a_2=\gamma_1b_1 .$$

Call the bracket $X$. Applying both relations gives $X^2b_1=\gamma_1^2b_1$. The amplitude $b_1$ cannot vanish, since then all the others would vanish too. So $X=s\gamma_1$ with $s=\pm1$, and $a_2=s\,b_1$. Multiplying $X=s\gamma_1$ by $E$ gives

$$E^2-s\gamma_1E-v^2p^2=0,\qquad
E=\frac{s\gamma_1}{2}\pm\sqrt{\frac{\gamma_1^2}{4}+v^2p^2}.$$

These are four bands. At $p=0$ two of them start at $\pm\gamma_1$ and two meet at zero. The conduction band that starts at zero has $s=-1$ and the plus sign:

$$E=-\frac{\gamma_1}{2}+\sqrt{\frac{\gamma_1^2}{4}+v^2p^2}.$$

The valence band that starts at zero is its mirror image.

### Reading off the mass

For $s=-1$ the quadratic equation can be written $E(E+\gamma_1)=v^2p^2$, or

$$E=\frac{v^2p^2}{\gamma_1}\,\frac{1}{1+E/\gamma_1}.$$

As $p\to0$, $E$ goes to zero and the last factor goes to one. Comparing $v^2p^2/\gamma_1$ with $p^2/(2m)$ gives

$$m=\frac{\gamma_1}{2v^2}.$$

For the given values,

$$m=\frac{6.088\times10^{-20}\ \text{J}}{2\times10^{12}\ \text{m}^2/\text{s}^2}=3.044\times10^{-32}\ \text{kg}=0.0334\,m_0 .$$

This answers (a). Numerical diagonalization of the four equations at $k=p/\hbar=0.003$ nm$^{-1}$ also gives $0.0334\,m_0$. So does a calculation that keeps the full three-bond sum of the honeycomb lattice, with the energy averaged over two opposite directions. The second result tests the linear in-plane coupling as well as the algebra.

The same equation gives the error of the parabola. The ratio of $v^2p^2/\gamma_1$ to the true band energy is $1+E/\gamma_1$, so the parabola is too high by the fraction $E/\gamma_1$ of the true energy.

### Where the electron sits

In the low bands $|a_2|=|b_1|$, and the elimination formulas give $|a_1|^2=|b_2|^2=(v^2p^2/E^2)|b_1|^2$. For the conduction band, the share of the probability on the stacked atoms B1 and A2 is therefore

$$\frac{2}{2+2v^2p^2/E^2}=\frac{E^2}{E^2+v^2p^2}=\frac{E}{\gamma_1+2E},$$

where the last step uses $v^2p^2=E^2+\gamma_1E$. The share vanishes at the touching point, where the electron lives on the unstacked atoms A1 and B2. To move between them it takes an in-plane step of strength $vp$, crosses the stacked pair, and takes another step of strength $vp$. The pair states lie at $\pm\gamma_1$, which puts $\gamma_1$ in the denominator of the effective coupling $(vp)^2/\gamma_1$. A stronger interlayer bond thus makes the carriers heavier, because it pushes the intermediate states further away.

### The mass at finite density

In a magnetic field $B$ normal to the sheets, a carrier moves along a contour of constant energy. Its speed in $k$-space is $eB|\nabla_kE|/\hbar^2$, so one turn takes

$$T=\frac{\hbar^2}{eB}\oint\frac{dk}{|\nabla_kE|}=\frac{\hbar^2}{eB}\frac{dA}{dE}.$$

The second form holds because the strip between the contours $E$ and $E+dE$ has width $dE/|\nabla_kE|$; $A$ is the enclosed area. Setting $T=2\pi m_c/(eB)$, as for a free particle of mass $m_c$, defines the cyclotron mass

$$m_c=\frac{\hbar^2}{2\pi}\frac{dA}{dE}.$$

For a circle, $A=\pi k^2$ and $m_c=\hbar^2k\,dk/dE=p\,dp/dE$. Differentiating $E^2+\gamma_1E=v^2p^2$ gives $(2E+\gamma_1)\,dE=2v^2p\,dp$, hence

$$m_c=\frac{\gamma_1+2E}{2v^2}=m\left(1+\frac{2E}{\gamma_1}\right).$$

Two spin states and two inequivalent zone corners give four carriers per orbital state. At zero temperature $n=4\,\pi k_F^2/(2\pi)^2=k_F^2/\pi$, so

$$k_F=\sqrt{\pi n}=\sqrt{\pi\times0.010\ \text{nm}^{-2}}=0.177\ \text{nm}^{-1}.$$

With $\hbar v=0.6582$ eV nm, $\hbar vk_F=0.1167$ eV. The Fermi energy is

$$E_F=\sqrt{0.190^2+0.1167^2}\ \text{eV}-0.190\ \text{eV}=0.0330\ \text{eV},$$

and the cyclotron mass is

$$m_c=0.0334\,m_0\left(1+\frac{2\times0.0330}{0.380}\right)=0.0392\,m_0 .$$

This answers (b). The parabola would put the Fermi energy at 35.8 meV instead of 33.0 meV, too high by 8.7% of the latter. The mass correction is twice this fraction, 17% of $m$. The stacked atoms now hold 7.4% of the probability.

## Comparison of the estimate with the solution

The scaling estimate, $0.067\,m_0$, is twice the small-momentum mass. The band energy is $v^2p^2/\gamma_1$ with coefficient one, while the definition of mass contains $p^2/(2m)$. The missing number is the $1/2$ of that definition.

At finite momentum, scaling allows a function of the ratio $x=vp/\gamma_1$. The solution supplies it. Since $\gamma_1+2E=\gamma_1\sqrt{1+4x^2}$,

$$m_c=\frac{\gamma_1}{v^2}\,F(x),\qquad F(x)=\frac12\sqrt{1+4x^2}.$$

For $x\ll1$, $F$ tends to $1/2$ and the mass is constant. For $x\gg1$, $F$ tends to $x$ and $m_c$ tends to $p/v$, the cyclotron mass of a single sheet with $E=vp$. The interlayer bond then no longer affects the cyclotron mass, although it still keeps the two conduction bands $\gamma_1$ apart and carries the electron between the sheets. At the density of part (b), $x=0.1167/0.38=0.31$ and $F=0.59$, about 17% above the small-momentum value.

The small-momentum formula $m=\gamma_1/(2v^2)$ also shows the sensitivity to the inputs. At fixed $v$, $m$ is proportional to $\gamma_1$. At fixed $\gamma_1$ a velocity 5% higher lowers $m$ by the factor $1/1.05^2$, or about 9%. An uncertain velocity therefore matters more than an equal relative uncertainty in $\gamma_1$.

## What the model leaves out

The sizes below use rough typical parameters, and the density is held at $1.0\times10^{12}$ cm$^{-2}$ wherever a cyclotron mass is compared.

### Unequal electron and hole masses

A weaker hopping joins A1 to A2 and B1 to B2. It adds couplings $-v_4\pi^\dagger$ from A2 to A1 and from B2 to B1, with their conjugates. The stacked atoms also have a site energy $\Delta$ relative to the others. Write $\pi=pe^{i\varphi}$, $a_1=e^{-i\varphi}\alpha$ and $b_2=e^{i\varphi}\beta$. All phases then cancel:

$$\begin{aligned}
E\alpha&=p(vb_1-v_4a_2), & (E-\Delta)b_1&=p(v\alpha-v_4\beta)+\gamma_1a_2,\\
E\beta&=p(va_2-v_4b_1), & (E-\Delta)a_2&=p(v\beta-v_4\alpha)+\gamma_1b_1 .
\end{aligned}$$

The equations keep their form when $\alpha,b_1$ are exchanged with $\beta,a_2$. Solutions can be chosen with $\beta=s\alpha$ and $a_2=sb_1$, where $s=\pm1$. What remains is

$$E\alpha=p(v-sv_4)b_1,\qquad (E-\Delta-s\gamma_1)b_1=p(v-sv_4)\alpha,$$

and therefore

$$E(E-\Delta-s\gamma_1)=p^2(v-sv_4)^2 .$$

For small $p$, drop $E$ inside the bracket. The choice $s=-1$ gives the electron band and $s=+1$ the hole band, with

$$m_e=\frac{\gamma_1-\Delta}{2(v+v_4)^2},\qquad m_h=\frac{\gamma_1+\Delta}{2(v-v_4)^2}.$$

For $v_4/v=0.05$ and $\Delta=0.020$ eV,

$$m_e=0.0334\,m_0\,\frac{0.36/0.38}{1.05^2}=0.029\,m_0,\qquad
m_h=0.0334\,m_0\,\frac{0.40/0.38}{0.95^2}=0.039\,m_0 .$$

At the working density the cyclotron masses with these terms are $0.035\,m_0$ for electrons and $0.045\,m_0$ for holes.

### Warped contours

A direct hopping between A1 and B2 adds $v_3\pi b_2$ to the equation for $a_1$. At low energy the equation for $a_2$ gives $b_1\approx-v\pi^\dagger b_2/\gamma_1$, because $Ea_2$ is small. Then

$$Ea_1\approx\left(v_3\pi-\frac{v^2(\pi^\dagger)^2}{\gamma_1}\right)b_2,\qquad
|E|\approx\left|v_3p-\frac{v^2p^2}{\gamma_1}e^{-3i\varphi}\right| .$$

At the smallest momenta the linear term wins, and the band is no longer a parabola. Along $\varphi=0$ the two terms oppose each other. Their difference first rises to a maximum at $p=\gamma_1v_3/(2v^2)$, where

$$E_w=\frac{\gamma_1}{4}\left(\frac{v_3}{v}\right)^2 .$$

For $v_3/v=0.10$ this is 0.95 meV, and diagonalization with this hopping included gives the same value to two digits. Above this energy the linear term fades slowly. With $E_0=v^2p^2/\gamma_1$, its ratio to the quadratic term is $2\sqrt{E_w/E_0}$, still about 0.6 at 10 meV. For energies well above about 1 meV and well below $\gamma_1$, the mass of part (a) therefore describes the area enclosed by a contour, and so the cyclotron mass, but not the energy along each direction.

At the working density the Fermi contour is visibly three-cornered, with a radius between 0.148 and 0.211 nm$^{-1}$. Yet the cyclotron mass is $0.0393\,m_0$, against $0.0392\,m_0$ without warping. To first order in $v_3$, the energy shift is proportional to $\cos3\varphi$, since the phases of $a_1^*$, $\pi$ and $b_2$ combine to $e^{3i\varphi}$. It averages to zero around the circle, so the enclosed area at a given energy has no first-order change.

### A voltage between the sheets

A single gate draws the carriers into the bilayer and also produces a field between the sheets. By Gauss's law that field is set by the charge on the sheet farther from the gate. If the charge is shared equally, the energy difference between sheets a distance $d$ apart is

$$U=\frac{e^2nd}{2\varepsilon_0}.$$

For $d=0.335$ nm this is 30 meV. It is an upper estimate for this arrangement. The energy difference itself shifts charge, including that of the filled valence bands, toward the sheet nearer the gate, which leaves less on the far sheet, and any background permittivity between the sheets lowers $U$ further. With this screening $U$ is about half the estimate or less. With $U$ as the only addition, the cyclotron mass becomes $0.043\,m_0$, about 10% above the minimal model's value. This rise grows roughly as $U^2$, so a screened $U$ of half the size gives about a quarter of it. A second gate can reduce or increase $U$ at the same density.

### Temperature and lattice curvature

At 300 K the thermal energy is 26 meV, close to the Fermi energy of 33 meV. The carriers are then not a sharply filled Fermi sea, and both electrons and holes are thermally excited. A change of energy by $k_BT$ changes $m_c$ by $2mk_BT/\gamma_1$, or 14% of $m$, so a room-temperature measurement samples a range of masses. The in-plane lattice coupling departs from $\hbar vk_F$ by at most 0.64%, which is minor beside the other effects.

## The result beside a real device

The values of $\gamma_1$ and $v$ are typical of graphene bilayers, and the density is one that an ordinary gate can reach. Real devices break the assumed symmetry between electrons and holes, and usually the symmetry between the two sheets. With $v_3$, $v_4$, $\Delta$ and the upper estimate of $U$ all included, the calculated cyclotron masses are $0.038\,m_0$ for electrons and $0.050\,m_0$ for holes. Relative to the minimal model's $0.0392\,m_0$, these are changes of about $-3\%$ and $+28\%$. The small electron change is a cancellation that needs the full upper estimate of $U$: taken alone, $v_4$ and $\Delta$ lower that mass, while $U$ raises it. With a screened $U$ the masses lie much closer to the values without it, $0.035\,m_0$ and $0.045\,m_0$, which are changes of about $-11\%$ and $+14\%$.

These figures do not include a density-dependent change of $v$ by electron interactions. The value $0.033\,m_0$ is thus the small-momentum mass of the minimal model, and a mass measured at finite density should be compared with $m_c$ for the carrier type and gate voltages in use. The numerical output below lists the values used here.

## Table of computed values

```
interlayer hopping gamma1: 0.38 eV
gamma1 in joules: 6.0883e-20 J
velocity v: 1.0e+06 m/s
electron mass m0: 9.1094e-31 kg
effective mass, formula: 3.0441e-32 kg
effective mass, formula: 0.03342 m0
small-k mass, four-band diagonalization: 0.03342 m0
small-k mass, lattice Hamiltonian: 0.03342 m0
wave number used for small-k masses: 0.003 1/nm
hbar v: 0.6582 eV nm
carrier density: 1.0e+12 cm^-2
Fermi wave number: 0.1772 1/nm
hbar v k_F: 0.1167 eV
Fermi energy, four-band: 32.96 meV
Fermi energy, parabola: 35.82 meV
parabola overestimate E/gamma1: 8.67 percent
share on stacked atoms at k_F: 7.39 percent
cyclotron mass at density, minimal model: 0.0392 m0
rough inputs v3/v, v4/v: 0.10, 0.05 (no unit)
rough input site shift Delta: 0.020 eV
rough inputs layer spacing, lattice constant: 0.335, 0.246 nm
warping energy, formula: 0.950 meV
warping energy, four-band ridge: 0.948 meV
warped contour k_F, smallest: 0.1484 1/nm
warped contour k_F, largest: 0.2111 1/nm
cyclotron mass at density with v3 only: 0.0393 m0
small-k electron mass with v4 and Delta: 0.0287 m0
small-k hole mass with v4 and Delta: 0.0390 m0
electron mass at density with v4 and Delta: 0.0347 m0
hole mass at density with v4 and Delta: 0.0446 m0
layer energy difference U, upper estimate: 30.3 meV
cyclotron mass at density with U only: 0.0433 m0
electron mass at density, all terms: 0.0379 m0
hole mass at density, all terms: 0.0500 m0
electron Fermi energy, all terms: 40.03 meV
hole Fermi energy, all terms: 30.66 meV
temperature: 300 K
thermal energy kT: 25.85 meV
mass shift for an energy change kT, over m: 13.6 percent
largest lattice deviation from hbar v k at k_F: 0.64 percent
```
